\section*{Diffusion time of a nonsticking molecule in a narrow hole}

\section{Problem}

A cylindrical hole of depth $L=10~\mu\mathrm{m}$ and diameter $d=100$~nm is closed at the bottom and open at the mouth. It contains a dilute gas at temperature $T_g=500$~K and pressure $p=100$~Pa. The molecules have collision diameter $a=0.5$~nm and mean speed $v=370$~m/s. They do not stick: a molecule that hits the wall leaves at once, without reacting, but with a new direction and speed set by thermal equilibrium with the wall, which is also at $T_g$. Find the diffusion time $L^2/(2D)$, where $D$ is the diffusion coefficient along the hole, and say what this time measures.

\section{A tempting solution}

Since the walls do not hold the molecule, it seems that they can be ignored and that $D$ can be taken from the kinetic theory of gases. The elementary estimate is $D_{\rm gas}=\lambda v/3$, with $\lambda$ the mean free path between collisions of molecules.

To find $\lambda$, note that the difference of two independent Maxwell velocities is again Gaussian, with twice the variance. The mean relative speed is therefore $\sqrt2\,v$. At number density $n=p/(k_BT_g)$ a molecule collides at the rate $\sqrt2\,v\,\pi a^2n$, so that
\begin{equation}
\lambda=\frac{v}{\sqrt2\,v\,\pi a^2 n}=\frac{1}{\sqrt2\,\pi a^2n}=62.2~\mu\mathrm{m}.
\end{equation}
This would give
\begin{equation}
D_{\rm gas}=\frac{(62.2\times10^{-6})(370)}{3}~\mathrm{m^2/s}
=7.67\times10^{-3}~\mathrm{m^2/s},
\qquad
\frac{L^2}{2D_{\rm gas}}=6.5\times10^{-9}~\mathrm{s}.
\end{equation}

\section{The fault}

A molecule flying straight along the axis at the mean speed needs $L/v=2.7\times10^{-8}$~s to cover the depth. A random walk cannot typically be four times faster than straight flight, so the result is wrong.

The error lies in the length $\lambda$. The mean free path is 622 times the hole diameter, so nearly every flight ends on the wall and not on another molecule. This is free molecular flow. A nonsticking wall does not delay the molecule, but it does make it forget its direction. The random walk is made of flights from wall to wall, and $D$ must be found from these.

\section{The right solution}

\subsection{One flight}

Let a molecule leave a wall point in a direction with component $u$ along the axis, $c>0$ along the inward normal and $b$ along the remaining, tangential direction, so that $u^2+c^2+b^2=1$. In the cross section, measured from the axis, it starts at normal coordinate $-d/2$ and tangential coordinate $0$. After a path $\ell$ it is back on the wall if
\begin{equation}
\left(-\frac d2+\ell c\right)^2+(\ell b)^2=\frac{d^2}{4}.
\end{equation}
Expanding the square cancels $d^2/4$ and leaves $\ell^2(c^2+b^2)=\ell cd$. Dividing by $\ell\neq0$ and using $c^2+b^2=1-u^2$ gives the flight length $\ell$ and the axial step $z$:
\begin{equation}
\ell=\frac{c\,d}{1-u^2},\qquad z=\ell u .
\end{equation}

In equilibrium the molecules leaving the wall must balance those arriving. The arrival rate at speed $s$ is proportional to the normal velocity $sc$ times the Maxwell distribution, that is, to
\begin{equation}
sc\;s^2e^{-s^2/s_p^2}\,ds\,d\Omega ,
\label{eq:flux}
\end{equation}
with $s_p$ the most probable speed of the gas. Direction and speed are thus independent. Directions have probability $c\,d\Omega/\pi$ (the cosine law), and speeds have a density proportional to $s^3e^{-s^2/s_p^2}$.

Let $\alpha$ be the angle to the axis, from $0$ to $\pi$, and $\varphi$ the angle from the normal within the cross section, from $-\pi/2$ to $\pi/2$. Then
\begin{equation}
u=\cos\alpha,\quad c=\sin\alpha\cos\varphi,\quad d\Omega=\sin\alpha\,d\alpha\,d\varphi,\quad
\ell=\frac{d\cos\varphi}{\sin\alpha}.
\end{equation}
The averages over direction separate into products of single integrals:
\begin{align}
\langle\ell\rangle&=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\varphi\,d\varphi
=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle z^2\rangle&=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\varphi\,d\varphi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\end{align}
In the second line the factor $1/\sin^2\alpha$ from $\ell^2$ has cancelled the $\sin^2\alpha$ from $c\,d\Omega$. The mean step $\langle z\rangle$ vanishes, because $\alpha\to\pi-\alpha$ reverses $z$ and leaves the probability unchanged. Direct quadrature of the cosine law confirms both averages.

\subsection{Time per flight}

Because speed and direction are independent, the mean flight time is $\langle\ell\rangle\langle1/s\rangle$. With the speed density of the emitted molecules,
\begin{equation}
\left\langle\frac1s\right\rangle
=\frac{\int_0^\infty s^2e^{-s^2/s_p^2}ds}{\int_0^\infty s^3e^{-s^2/s_p^2}ds}=\frac1v .
\end{equation}
The last step holds because the mean speed of the gas, whose speed density is proportional to $s^2e^{-s^2/s_p^2}$, is the inverse of this ratio. The mean flight time is therefore $d/v=0.270$~ns.

\subsection{Diffusion coefficient}

Each emission is independent of the previous ones, and the mean step is zero. In the square of the total displacement after $N$ flights the cross terms average to zero, which leaves $N\langle z^2\rangle$. The elapsed time is $Nd/v$, with a relative scatter that vanishes for large $N$. Since $D$ is defined by a mean square displacement $2Dt$,
\begin{equation}
D=\frac{\langle z^2\rangle}{2\,d/v}=\frac{2d^2}{3}\cdot\frac{v}{2d}=\frac{d\,v}{3}.
\label{eq:D}
\end{equation}
The diameter takes the place that $\lambda$ had in the tempting solution. Numerically,
\begin{equation}
D=\frac{(1.00\times10^{-7})(370)}{3}~\mathrm{m^2/s}=1.233\times10^{-5}~\mathrm{m^2/s}.
\end{equation}

\subsection{What the diffusion time measures}

Let $T(x)$ be the mean time to leave through the mouth from height $x$ above the bottom. Take a time $\delta t$ that contains many flights but is short compared with $L^2/D$. The displacement $\xi$ in this time has mean zero and mean square $2D\,\delta t$, so
\begin{equation}
T(x)=\delta t+\langle T(x+\xi)\rangle
\simeq\delta t+T(x)+D\,\delta t\,T''(x)
\quad\Rightarrow\quad D\,T''=-1 .
\end{equation}
The bottom reflects, so $T'(0)=0$. At the mouth a molecule is lost, so $T(L)=0$ to leading order in $d/L$. Integrating once gives $T'=-x/D$, and integrating again gives
\begin{equation}
T(x)=\frac{L^2-x^2}{2D},\qquad
T(0)=\frac{L^2}{2D}=\frac{3L^2}{2dv}.
\label{eq:exit}
\end{equation}
The diffusion time is the mean time that a molecule starting at the bottom needs to escape. For the given hole,
\begin{equation}
\frac{L^2}{2D}=\frac{(1.00\times10^{-5})^2}{2(1.233\times10^{-5})}~\mathrm{s}
=4.05\times10^{-6}~\mathrm{s}=4.05~\mu\mathrm{s}.
\end{equation}
This is the required value, near 4 microseconds.

\section{Reading the numbers}

The time exceeds that of straight flight by the factor $(3L^2/2dv)/(L/v)=3L/(2d)=150$. Dividing it by the mean flight time gives the mean number of flights,
\begin{equation}
N_{\rm exit}\simeq\frac{3L^2}{2dv}\cdot\frac vd=\frac{3L^2}{2d^2}=15\,000 .
\end{equation}
With mean length $d$ these flights add up to a path of 1.5~mm in a hole 10~$\mu$m deep. On such a path, with the stated gas density throughout the hole, a molecule meets about $1.5~\mathrm{mm}/62.2~\mu\mathrm{m}\simeq24$ others. Free molecular flow does not require that there be no such meetings, but that they be rare compared with wall hits, as 24 is compared with 15\,000.

Equation~(\ref{eq:exit}) treats the walk as continuous diffusion and the mouth as a sharp absorbing end. A simulation that follows 2400 molecules flight by flight, with a mirror as the bottom, gives a mean exit time of $4.03\pm0.07~\mu$s and $14\,900\pm240$ flights, where the uncertainties are standard errors. Both agree with the formulas within these errors. Near the mouth a molecule can still turn back at a wall, which acts like an added depth of between one and two diameters in this hole. This raises $L^2$, and with it the exit time, by between $2d/L=2\%$ and $4d/L=4\%$. For this hole the rise is close to 3\%, which puts the expected exit time near $4.19~\mu$s and the number of flights near 15\,500. The simulated means lie about 2.4 standard errors below these values, so their closeness to the uncorrected formulas is partly chance; with a standard error of 1.6\% the simulation confirms the result only at the level of a few percent and does not measure the end effect. The numerical output follows the text.

\section{The way in}

The time for a molecule to enter at the mouth and reach the bottom is a different quantity. Most entrants soon leave again, so the question has to be put for those that succeed. Let $y$ be the depth below the mouth and $h(y)$ the probability of reaching the bottom before leaving. A short time step does not change this probability on average, so $h''=0$. With $h(0)=0$ and $h(L)=1$ this gives $h=y/L$. From a depth of order $d$, where a first wall hit typically occurs, the chance is of order $d/L$, or one percent.

Let $w(y)$ be the mean of the time to the bottom, with failures counted as zero. Each interval $\delta t$ contributes only if the molecule later succeeds, so the source term $1$ in the equation for $T$ becomes $h$:
\begin{equation}
D\,w''=-\frac yL,\qquad w(0)=w(L)=0 .
\end{equation}
Two integrations with $w(0)=0$ give $w=-y^3/(6DL)+Cy$, and $w(L)=0$ fixes $C=L/(6D)$. The mean time among the successful molecules is
\begin{equation}
\frac{w}{h}=\frac{y(L^2-y^2)}{6DL}\cdot\frac Ly=\frac{L^2-y^2}{6D}
\;\longrightarrow\;\frac{L^2}{6D}=1.35~\mu\mathrm{s}
\qquad(y\to0).
\end{equation}
This is one third of the exit time. A successful entrant never goes back to the mouth, whereas a molecule leaving the bottom may return there many times. By symmetry, its final passage from bottom to mouth also takes $L^2/(6D)$ on average, where both passage times hold to leading order in $d/L$. The remaining $L^2/(3D)$ is spent on excursions that end at the bottom again. A lattice random walk, solved as a linear system, reproduces both $L^2/(2D)$ and $L^2/(6D)$.

\section{When the result fails}

\textbf{Pauses at the wall.} If each hit holds the molecule for a mean time $\tau$, a flight and its pause together take $d/v+\tau$. The exit time is then multiplied by $1+\tau v/d$. A pause of only 0.27~ns doubles it.

\textbf{Reaction.} If each hit removes the molecule with probability $\beta$, a molecule from the bottom escapes almost surely only if $\beta N_{\rm exit}\ll1$, that is, $\beta\ll7\times10^{-5}$. A sticking probability that looks negligible for one hit need not be so for the whole passage.

\textbf{Mirror walls.} A perfectly smooth wall would preserve the axial velocity $s_z$. A molecule would then leave the bottom for the mouth in the time $L/|s_z|$, and no diffusion would occur. Nonsticking must therefore not be read as mirror reflection.

\textbf{Higher pressure.} Since $\lambda\propto1/p$ at fixed temperature, $\lambda$ falls to $d$ at about $622\times100~\mathrm{Pa}\simeq6\times10^4$~Pa. Gas collisions then shorten the flights appreciably, and $D$ drops below $dv/3$.

\textbf{Short holes.} If $L$ is comparable with $d$, a molecule leaves the hole after only a few flights (five or six for $L=d$, about fourteen for $L=2d$), and neither the diffusion equation nor the sharp condition at the mouth applies.

\section*{Computed results}
\begin{verbatim}
hole depth L = 10.0 micrometre
hole diameter d = 100.0 nm
aspect ratio L/d = 100.0
mean speed v = 370.0 m/s
mean chord / d, quadrature = 1.000000
mean square axial step / d^2, quadrature = 0.666667
mean flight time d/v = 0.2703 ns
mean flight time, sampled = 0.2705 ns
diffusion coefficient D = d v/3 = 1.2333e-05 m^2/s
diffusion time L^2/(2D) = 4.054 microseconds
diffusion time L^2/(2D) = 4.054e-06 s
simulated molecules = 2400
simulated mean exit time = 4.026 microseconds
its standard error = 0.066 microseconds
simulated / formula exit time = 0.993
flights before exit, 3L^2/(2d^2) = 15000
flights before exit, simulated = 14899
standard error of simulated flights = 244
lattice exit time = 4.054 microseconds
mouth to bottom, L^2/(6D) = 1.351 microseconds
mouth to bottom, lattice = 1.351 microseconds
gas temperature = 500 K
gas pressure = 100 Pa
collision diameter = 0.50 nm
relative speed / mean speed, sampled = 1.4141
mean free path = 62.2 micrometre
mean free path / hole diameter = 622
\end{verbatim}
